# Critical dipole moment for binding an electron to a fixed dipole: verification in Python

```python
"""Critical moment of a fixed dipole for binding an electron.

Result under test: binding by the dipole field starts when the lowest
eigenvalue lambda0 of L^2 - g cos(theta) reaches -1/4, with g = 2 mu.
Rydberg units: lengths in a0, energies in Ry, mu in e a0.
Above threshold lambda0 = -1/4 - s^2. A hard core of radius r0 then gives
levels E = -kappa^2 with K_{is}(kappa r0) = 0.
Two charges +q, -q a distance d apart have mu = q d.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import loggamma
from numpy.polynomial import legendre as leg

a0 = const.physical_constants["Bohr radius"][0]
ry_ev = const.physical_constants["Rydberg constant times hc in eV"][0]
ry_mev = 1000 * ry_ev
debye = 1e-21 / const.c                      # C m
ea0_debye = const.e * a0 / debye
nm = 1e-9 / a0                               # one nanometre in a0


def cos_elements(size, m=0):
    l = np.arange(m, m + size - 1)
    return np.sqrt(((l + 1)**2 - m**2) / ((2*l + 1) * (2*l + 3)))


def angular(g, size=30, m=0):
    l = np.arange(m, m + size)
    off = np.diag(cos_elements(size, m), 1)
    values, vectors = np.linalg.eigh(np.diag(l*(l + 1.0)) - g*(off + off.T))
    c = vectors[:, 0]
    return values[0], c * np.sign(c[0])


def critical_g(size=30, m=0):
    return brentq(lambda g: angular(g, size, m)[0] + 0.25, 0.1, 20,
                  xtol=1e-13)


def angular_function(c, x):
    l = np.arange(len(c))
    return leg.legval(x, c * np.sqrt((2*l + 1) / 2))


g_c = critical_g()
mu_c = g_c / 2
lam_c, c_c = angular(g_c)
x_gl, w_gl = leg.leggauss(100)
cos_c = np.sum(w_gl * x_gl * angular_function(c_c, x_gl)**2)


# Angular equation on a grid in x = cos(theta), without Legendre functions
def grid_lambda(g, cells=4000):
    h = 2 / cells
    faces = -1 + h*np.arange(cells + 1)
    flux = (1 - faces**2) / h**2
    flux[0] = flux[-1] = 0
    mid = faces[:-1] + h/2
    return eigh_tridiagonal(flux[:-1] + flux[1:] - g*mid, -flux[1:-1],
                            eigvals_only=True, select="i",
                            select_range=(0, 0))[0]


g_grid = brentq(lambda g: grid_lambda(g) + 0.25, 1, 2, xtol=1e-9)
assert abs(g_grid - g_c) < 1e-5
step = 1e-4
slope = (angular(g_c + step)[0] - angular(g_c - step)[0]) / (2*step)
assert abs(slope + cos_c) < 1e-6
assert abs(critical_g(2)/2 - 3*np.sqrt(3)/8) < 1e-10

# Matrix elements for m = 1 from quadrature of associated functions
slopes = [leg.legval(x_gl, leg.legder(np.eye(12)[l])) for l in range(1, 10)]
weight = w_gl * (1 - x_gl**2)
norms = [np.sum(weight * f*f) for f in slopes]
direct = [np.sum(weight*x_gl*slopes[i]*slopes[i+1])
          / np.sqrt(norms[i]*norms[i+1]) for i in range(8)]
assert np.allclose(direct, cos_elements(9, 1), atol=1e-11)
mu_m1 = critical_g(m=1) / 2
assert mu_m1 > mu_c

# Radial inequality: both sides integrated symbolically for a trial function
r_s = sp.symbols("r", positive=True)
u_s = r_s**2 * sp.exp(-r_s)
left = sp.integrate(sp.expand(sp.diff(u_s, r_s)**2 - u_s**2/(4*r_s**2)),
                    (r_s, 0, sp.oo))
right = sp.integrate(sp.expand(r_s*sp.diff(u_s/sp.sqrt(r_s), r_s)**2),
                     (r_s, 0, sp.oo))
assert sp.simplify(left - right) == 0 and left > 0

# Shell trial function in the full field of two charges, 5 % above threshold
g_up = 1.05 * g_c
lam_up, c_up = angular(g_up)
s_up = np.sqrt(-lam_up - 0.25)
span = 1.5 * np.pi / s_up
y, wy = leg.leggauss(240)
t_up, wt = span*(y + 1)/2, wy*span/2
w_up = np.sin(np.pi*t_up/span)
dw_up = np.pi/span*np.cos(np.pi*t_up/span)
d_up = 1.0
q_up = g_up / (2*d_up)
rr = 30*d_up*np.exp(t_up)[:, None]
xx = x_gl[None, :]
near = np.sqrt(rr**2 + d_up**2/4 - rr*d_up*xx)
far = np.sqrt(rr**2 + d_up**2/4 + rr*d_up*xx)
v_up = -2*q_up * 2*rr*d_up*xx / (near*far*(near + far))
l_up = np.arange(len(c_up))
mean_l2 = np.sum(l_up*(l_up + 1)*c_up**2)
mean_v = (v_up*rr**2) @ (w_gl*angular_function(c_up, x_gl)**2)
form = np.sum(wt*((w_up/2 + dw_up)**2 + w_up**2*(mean_l2 + mean_v)))
form_formula = span/2*(np.pi**2/span**2 - s_up**2)
assert form < 0 and abs(form/form_formula - 1) < 2e-3

# Positive zero-energy solution for two charges, checked in Cartesian space
phi = 2*np.pi*np.arange(600)/600
d_two = 1.4


def zero_energy_residual(g):
    lam, c = angular(g)
    nu = -0.5 + np.sqrt(max(0.0, 0.25 + lam))
    assert np.all(angular_function(c, np.linspace(-1, 1, 401)) > 0)

    def distances(p):
        shift = np.array([0, 0, d_two/2])
        return np.linalg.norm(p - shift), np.linalg.norm(p + shift)

    def psi(p):
        plus, minus = distances(p)
        xi, eta = (minus + plus)/d_two, (minus - plus)/d_two
        radial_part = np.mean((xi + np.sqrt(xi*xi - 1)*np.cos(phi))**nu)
        return radial_part * angular_function(c, eta)

    worst, h = 0, 2e-3
    for p in np.array([[0.5, 0.3, 0.8], [0.7, -0.6, -0.5], [1.1, 0.4, 0.2]]):
        lap = sum(psi(p + h*e) + psi(p - h*e) - 2*psi(p)
                  for e in np.eye(3)) / h**2
        plus, minus = distances(p)
        potential = -(g/d_two)*(1/plus - 1/minus)
        worst = max(worst, abs(-lap + potential*psi(p)))
    return worst


residual = max(zero_energy_residual(0.9*g_c), zero_energy_residual(g_c))
assert residual < 1e-4


# Radial equation on a logarithmic grid, hard core at r0
def radial(lam, r0, alpha=0.0, r_alpha=0.0, points=4000, log_range=9.2):
    h = log_range/(points + 1)
    r = r0*np.exp(h*np.arange(1, points + 1))
    diag = (2/h**2 + lam + 0.25 - alpha/r**2*(r > r_alpha))/r**2
    off = -1/(h**2*r[:-1]*r[1:])
    e, v = eigh_tridiagonal(diag, off, select="i", select_range=(0, 1))
    return e, r, v[:, 0]**2/np.sum(v[:, 0]**2)


def shallow_x(s, n):
    return 2*np.exp((loggamma(1 + 1j*s).imag - n*np.pi)/s)


def bessel_zero(s, n):
    guess = shallow_x(s, n)
    return float(mp.findroot(lambda x: mp.re(mp.besselk(1j*s, x)),
                             (0.95*guess, 1.05*guess), solver="anderson"))


# Example inputs: rough round values for a small nitrile vapour molecule
mu_D, core_nm, alpha_A3, rot_mev = 4.0, 0.10, 4.5, 0.04
outer_nm, quad, temperature, pressure_torr = 0.30, 1.0, 300.0, 1.0
liquid_density = 1.2e22                     # molecules per cm3
mu = mu_D/ea0_debye
r0 = core_nm*nm
lam, c = angular(2*mu)
s = np.sqrt(-lam - 0.25)
x1, x2 = bessel_zero(s, 1), bessel_zero(s, 2)
bind1, bind2 = (x1/r0)**2*ry_mev, (x2/r0)**2*ry_mev
levels, r_grid, prob = radial(lam, r0)
assert abs(-levels[0]*ry_mev/bind1 - 1) < 1e-4
assert abs(-levels[1]*ry_mev/bind2 - 1) < 1e-3
assert abs(shallow_x(s, 1)/x1 - 1) < 2e-3
assert abs(levels[0]/levels[1]/np.exp(2*np.pi/s) - 1) < 1e-2
assert radial(angular(0.9*g_c)[0], r0)[0][0] > 0
mean_r = np.sum(prob*r_grid)/nm
r90 = r_grid[np.searchsorted(np.cumsum(prob), 0.9)]/nm

# Sizes of neglected effects
alpha = alpha_A3*1e-30/a0**3
bind_pol = -radial(lam, r0, alpha, outer_nm*nm)[0][0]*ry_mev
p2 = np.sum(w_gl*(1.5*x_gl**2 - 0.5)*angular_function(c, x_gl)**2)
outside = r_grid > outer_nm*nm
quad_mev = 2*quad*abs(p2)*np.sum(prob[outside]/r_grid[outside]**3)*ry_mev
kt_mev = const.k*temperature/const.e*1000
rot_thermal = np.sqrt(2*rot_mev*kt_mev)
gas_density = pressure_torr*const.torr/(const.k*temperature)
gas_nm = gas_density**(-1/3)*1e9
liquid_nm = (liquid_density*1e6)**(-1/3)*1e9

print(f"1 e a0 = {ea0_debye:.6f} D; 1 Ry = {ry_ev:.6f} eV")
for size in (2, 3, 4, 6):
    print(f"critical moment, {size} functions: {critical_g(size)/2:.8f} e a0")
print(f"critical g (dimensionless): {g_c:.8f}")
print(f"critical moment, converged: {mu_c:.8f} e a0")
print(f"critical moment: {mu_c*ea0_debye:.5f} D")
print(f"critical g from angular grid: {g_grid:.7f}")
print(f"mean cos(theta) at threshold: {cos_c:.6f}")
print(f"critical moment for m = 1: {mu_m1*ea0_debye:.4f} D")
print(f"shell test 5 % above threshold: s = {s_up:.5f}, L = {span:.3f}")
print(f"shell energy form, two charges: {form:.6f} (dimensionless)")
print(f"shell energy form, formula: {form_formula:.6f} (dimensionless)")
print(f"largest zero-energy residual, two charges: {residual:.1e}")
print(f"example moment: {mu_D:.1f} D = {mu:.5f} e a0")
print(f"example core radius: {core_nm:.2f} nm = {r0:.5f} a0")
print(f"example lambda0: {lam:.6f}; s: {s:.6f}")
print(f"kappa r0, first and second level: {x1:.6f}, {x2:.4e}")
print(f"shallow formula for first kappa r0: {shallow_x(s, 1):.6f}")
print(f"binding energy, first level: {bind1:.3f} meV")
print(f"binding energy, second level: {bind2:.5f} meV")
print(f"first level from radial grid: {-levels[0]*ry_mev:.3f} meV")
print(f"level ratio: {bind1/bind2:.1f}; exp(2 pi/s): "
      f"{np.exp(2*np.pi/s):.1f}")
print(f"mean electron radius: {mean_r:.2f} nm; 90 % radius: {r90:.2f} nm")
for moment in (2.0, 2.5, 3.0):
    lam_m = angular(2*moment/ea0_debye)[0]
    s_m = np.sqrt(-lam_m - 0.25)
    b_m = (shallow_x(s_m, 1)/r0)**2*ry_mev
    print(f"moment {moment:.1f} D: s = {s_m:.4f}, binding = {b_m:.3e} meV")
print(f"input polarizability volume: {alpha_A3:.1f} A^3 = {alpha:.2f} a0^3")
print(f"polarization and quadrupole act outside: {outer_nm:.2f} nm")
print(f"binding with polarization: {bind_pol:.2f} meV")
print(f"input quadrupole: {quad:.1f} e a0^2; mean P2: {p2:.4f}")
print(f"quadrupole shift, first order size: {quad_mev:.2f} meV")
print(f"input rotational constant: {rot_mev:.3f} meV")
print(f"thermal rotation quantum sqrt(2 B kT): {rot_thermal:.2f} meV")
print(f"thermal energy at {temperature:.0f} K: {kt_mev:.2f} meV")
print(f"vapour spacing at {pressure_torr:.1f} Torr: {gas_nm:.1f} nm")
print(f"input liquid density: {liquid_density:.1e} per cm3")
print(f"liquid molecular spacing: {liquid_nm:.3f} nm")
print("every check passed")
```

Output:

```
1 e a0 = 2.541746 D; 1 Ry = 13.605693 eV
critical moment, 2 functions: 0.64951905 e a0
critical moment, 3 functions: 0.63936969 e a0
critical moment, 4 functions: 0.63931497 e a0
critical moment, 6 functions: 0.63931488 e a0
critical g (dimensionless): 1.27862975
critical moment, converged: 0.63931488 e a0
critical moment: 1.62498 D
critical g from angular grid: 1.2786298
mean cos(theta) at threshold: 0.361740
critical moment for m = 1: 9.6382 D
shell test 5 % above threshold: s = 0.15343, L = 30.713
shell energy form, two charges: -0.200844 (dimensionless)
shell energy form, formula: -0.200844 (dimensionless)
largest zero-energy residual, two charges: 3.3e-07
example moment: 4.0 D = 1.57372 e a0
example core radius: 0.10 nm = 1.88973 a0
example lambda0: -1.179013; s: 0.963853
kappa r0, first and second level: 0.056033, 2.1514e-03
shallow formula for first kappa r0: 0.056010
binding energy, first level: 11.962 meV
binding energy, second level: 0.01763 meV
first level from radial grid: 11.962 meV
level ratio: 678.3; exp(2 pi/s): 677.8
mean electron radius: 1.71 nm; 90 % radius: 3.15 nm
moment 2.0 D: s = 0.3394, binding = 4.779e-05 meV
moment 2.5 D: s = 0.5400, binding = 5.208e-02 meV
moment 3.0 D: s = 0.6991, binding = 8.241e-01 meV
input polarizability volume: 4.5 A^3 = 30.37 a0^3
polarization and quadrupole act outside: 0.30 nm
binding with polarization: 27.90 meV
input quadrupole: 1.0 e a0^2; mean P2: 0.2213
quadrupole shift, first order size: 1.47 meV
input rotational constant: 0.040 meV
thermal rotation quantum sqrt(2 B kT): 1.44 meV
thermal energy at 300 K: 25.85 meV
vapour spacing at 1.0 Torr: 31.4 nm
input liquid density: 1.2e+22 per cm3
liquid molecular spacing: 0.437 nm
every check passed
```
